# Labelling atomic levels: optimal assignment compared with greedy selection

## Definitions and conventions

Take one block of fixed total angular momentum \(J\) and parity, at one value of \(M\). The Hamiltonian is a real symmetric \(n\times n\) matrix in an orthonormal basis of coupled states \(|i\rangle\), each carrying a different label. Its eigenvectors are

\[
|k\rangle=\sum_{i=1}^{n}c_{ik}|i\rangle ,\qquad E_1<E_2<\dots<E_n ,\qquad W_{ik}=c_{ik}^2 .
\]

Here \(i\) is a label (row) and \(k\) a level (column). The levels must be nondegenerate, because a rotation inside a degenerate pair changes \(W\) without changing the physics. The arbitrary sign of an eigenvector drops out of \(W\).

A labelling is a permutation \(\sigma\) that gives level \(k\) the label \(\sigma(k)\). Its total weight is

\[
S(\sigma)=\sum_{k}W_{\sigma(k)k}.
\]

Four rules are compared.

- **Dominant component:** level \(k\) takes the label with the largest \(W_{ik}\). Labels may repeat.
- **Global greedy:** take the largest element of \(W\), delete its row and column, and repeat.
- **Ordered greedy:** go through the levels by increasing energy; each takes its largest component among the labels still free.
- **Assignment:** choose \(\sigma\) to maximize \(S\). The maximum is called \(S^*\).

Greedy selection can take other forms; the two above are the ones treated here. The last three rules give distinct labels within a block. Blocks are told apart by \(J\) and parity.

## When the rules agree

Suppose the dominant labels of a block are all different and each column has a single largest element. Then all the rules return them:

- Assignment: every term of \(S\) is at its column maximum, and any other permutation lowers at least one term.
- Ordered greedy: the dominant label of each level is still free when its turn comes.
- Global greedy: as long as only dominant pairs have been removed, each remaining column still contains its maximum, so the largest remaining element is again a dominant pair.

A sufficient condition is that every level has a weight \(W_{ik}\) above \(1/2\). Since the matrix \(c\) is orthogonal,

\[
\sum_i W_{ik}=1,\qquad \sum_k W_{ik}=1 .
\]

Two levels with more than \(1/2\) on the same label would make that row sum exceed 1.

If a dominant label repeats, ordered greedy depends on the direction of the pass. Let \(k<k'\) be the lowest and highest levels that share the dominant label \(i\). In the upward pass, \(i\) goes to level \(k\) or to one below it. In the downward pass it goes to \(k'\) or to one above it. The two results differ, so without ties the direction matters if and only if a dominant label repeats.

## The smallest case in which greedy fails

For \(n=2\), \(W\) has two equal diagonal and two equal off-diagonal elements, so both greedy rules find the optimum. For \(n=3\) they can fail. Take a unit vector \(v\) and \(O=1-2vv^T\). This matrix is orthogonal, because

\[
OO^T=1-4vv^T+4v(v^Tv)v^T=1 .
\]

Its squared elements are \(W_{ii}=(1-2v_i^2)^2\) and \(W_{ij}=4v_i^2v_j^2\) for \(i\ne j\). With \(v^2=(0.35,0.35,0.30)\),

\[
W=\begin{pmatrix}0.09&0.49&0.42\\0.49&0.09&0.42\\0.42&0.42&0.16\end{pmatrix}.
\]

Any energies \(E_1<E_2<E_3\) can be attached to these columns, in this order, through \(H=O\,\mathrm{diag}(E)\,O^T\). The order matters for ordered greedy, which fails here because column 3 chooses last. Both greedy rules take the two elements 0.49 and are left with 0.16, a total of 1.14. A cyclic labelling gives \(0.49+0.42+0.42=1.33\). Giving up one large element avoids a poor last choice. The two cyclic labellings have equal totals because \(W\) is symmetric, so the optimum itself can be tied.

## Certificate of optimality

Let numbers \(u_i\) and \(v_k\) (from here on, \(v_k\) has this meaning) satisfy

\[
u_i+v_k\ge W_{ik}\quad\text{for all } i,k .
\]

Summing over the pairs of any permutation uses each \(u_i\) and each \(v_k\) once, so \(S(\sigma)\le\sum_iu_i+\sum_kv_k\). If some \(\sigma^*\) has equality in all its pairs, it reaches this bound and is optimal. The loss of any other labelling is then a sum of non-negative slacks:

\[
S^*-S(\sigma)=\sum_k\left[u_{\sigma(k)}+v_k-W_{\sigma(k)k}\right].
\]

In the three-level case, \(u=v=(0.245,0.245,0.175)\) makes every off-diagonal pair an equality and leaves the diagonal ones satisfied. The sum is \(4(0.245)+2(0.175)=1.33\), so no labelling does better.

The certificate also bounds \(S^*\) from below. Multiply the inequality by \(W_{ik}\ge0\), sum, and use the unit row and column sums:

\[
\sum_{ik}W_{ik}^2\le\sum_{ik}W_{ik}(u_i+v_k)=\sum_iu_i+\sum_kv_k=S^* .
\]

The Cauchy–Schwarz inequality gives \(\sum W_{ik}^2\ge(\sum W_{ik})^2/n^2=1\). Hence \(S^*\ge\sum W_{ik}^2\ge1\).

## Algorithm

Such \(u\) and \(v\) exist because the following procedure constructs them. Call a pair tight if \(u_i+v_k=W_{ik}\). Start from \(u_i=0\), \(v_k=\max_iW_{ik}\) and no labels assigned. For each unlabelled level, called the root, grow a set \(K\) of levels and a set \(I\) of labels:

```
u[i] = 0;  v[k] = max over i of W[i,k]
owner[i] = none;  label[k] = none
for root in levels:
    I = {};  K = {root}
    for all i:
        slack[i] = u[i] + v[root] - W[i,root]
        parent[i] = root
    repeat:
        j = label outside I with smallest slack
        d = slack[j]
        v[k] -= d for k in K
        u[i] += d for i in I
        slack[i] -= d for i outside I
        add j to I
        if owner[j] is none: leave loop
        k = owner[j];  add k to K
        for i outside I:
            s = u[i] + v[k] - W[i,k]
            if s < slack[i]: slack[i] = s; parent[i] = k
    repeat:
        k = parent[j];  next = label[k]
        owner[j] = k;  label[k] = j
        j = next
    until k == root
```

The shift by \(d\) preserves the inequalities. For a level in \(K\) and a label in \(I\) the two changes cancel. For a level in \(K\) and a label outside \(I\) the slack falls by \(d\), which is the smallest such slack, so it stays non-negative. For a level outside \(K\) and a label in \(I\) the slack rises. All other pairs are unchanged. Assigned pairs lie either wholly inside or wholly outside the two sets, so they stay tight. The final loop moves labels along tight pairs and leaves one more level labelled. After \(n\) roots all levels are labelled by tight pairs, which is the certificate.

**Cost.** Each root needs at most \(n\) growth steps of \(O(n)\) operations, so the total is \(O(n^3)\), the same scaling as a full diagonalization. Ordered greedy costs \(O(n^2)\). Global greedy costs \(O(n^3)\) with repeated searches, or \(O(n^2\log n)\) with one sort.

**Fewer levels than labels.** If only \(m<n\) eigenvectors are computed, run the same loops over \(m\) roots, at a cost of \(O(m^2n)\). The \(u_i\) start at zero and never decrease, and a label never assigned keeps \(u_i=0\). For any choice of distinct labels the total is therefore at most \(\sum_iu_i+\sum_kv_k\), with equality for the result. Row sums are now at most 1, so the condition with \(1/2\) survives. Because also \(u_i\ge0\), \(\sum_{ik}W_{ik}(u_i+v_k)\le\sum_iu_i+\sum_kv_k\), and the bound \(S^*\ge\sum W_{ik}^2\) survives too. The further bound \(S^*\ge1\) needs the full block. Labels may change when further levels are added, since these compete for the same names.

## How much greedy can lose

Global greedy obeys \(S_{\rm g}\ge S^*/2\). Consider each optimal pair at the moment when a greedy pick first uses its row or column. The pair was still available, so its weight is not larger than that of the pick. One pick can be charged in this way with at most two optimal pairs, one in its row and one in its column. Summing gives \(S^*\le2S_{\rm g}\).

The argument does not carry over to ordered greedy. There an early level may take a label with a small weight although a later level has a larger weight on it.

## Stability of the labels

Let \(\Delta\) be the lead of \(S^*\) over the second-best labelling. The second-best labelling lacks at least one optimal pair. It is therefore found by forbidding the \(n\) optimal pairs one at a time and keeping the best result. For a full block, each case can restart from the existing \(u\) and \(v\) with one level unlabelled, at \(O(n^2)\), so \(\Delta\) also costs \(O(n^3)\). With fewer levels than labels this shortcut can miss the optimum, because the freed label may keep \(u_i>0\) and remain unassigned; each case is then solved from the start.

If \(W\) changes by \(\delta W\), the advantage of a rival \(\tau\) over \(\sigma^*\) becomes

\[
S'(\tau)-S'(\sigma^*)\le-\Delta+\sum_k\left(\max_i\delta W_{ik}-\min_i\delta W_{ik}\right).
\]

The labels, counted by energy position, are therefore unchanged if the sum on the right is smaller than \(\Delta\).

For a small perturbation \(V\) of the Hamiltonian, first-order theory adds \(\sum_{l\ne k}|l\rangle V_{lk}/(E_k-E_l)\) to \(|k\rangle\). Squaring the components and keeping first order gives

\[
\delta W_{ik}=2c_{ik}\sum_{l\ne k}\frac{c_{il}V_{lk}}{E_k-E_l}.
\]

Close levels can thus make labels sensitive, unless the numerator is small as well. Two states show the limiting behaviour. Let the diagonal elements be \(\pm\varepsilon/2\), the coupling \(b\ne0\), and \(\Omega=\sqrt{\varepsilon^2+4b^2}\). The upper energy is \(\Omega/2\). Its derivative with respect to \(\varepsilon\) is \(\varepsilon/(2\Omega)\), and by the Hellmann–Feynman theorem also \((c_1^2-c_2^2)/2\). Hence \(c_1^2-c_2^2=\varepsilon/\Omega\), the two labellings have totals \(1\pm\varepsilon/\Omega\), and

\[
\Delta=\frac{2|\varepsilon|}{\Omega}.
\]

At \(\varepsilon=0\) the lead vanishes and the labels change places between the upper and lower level, although the energies never cross. The labels follow composition, not energy order. For \(\varepsilon\ne0\) each of the two levels has a weight above \(1/2\), so all four rules agree and all show this jump.

## Application to a p²d configuration

The model Hamiltonian is

\[
H=\sum_{a<b}\frac{1}{r_{ab}}+\sum_a\zeta_{l_a}\,\mathbf l_a\cdot\mathbf s_a
\]

within the single configuration p²d, with the Coulomb term expressed in energy units through Slater parameters. These are \(F^2(pp)=40000\), \(F^2(pd)=25000\), \(G^1(pd)=20000\) and \(G^3(pd)=12000\) cm⁻¹. They are round values and describe no particular element. The \(F^0\) terms and the central-field energy shift all states equally and are omitted. Mixing with other configurations is left out.

The p² parents are ³P, ¹D and ¹S. A label such as (¹D)²G gives the parent and the total term. The parent is needed, since ²F occurs with both ³P and ¹D. The blocks \(J=1/2,\dots,9/2\) have sizes 5, 8, 8, 5 and 2. The spin–orbit parameter \(\zeta_p\) runs from 250 to 20000 cm⁻¹ in 80 values, with \(\zeta_d=\zeta_p/10\), which gives 400 blocks. In each of them the assignment total was tested against enumeration of all \(n!\) labellings.

A dominant label repeats in \(13+61+35=109\) blocks. In the other 291 the rules must agree; 177 of these have every level above \(1/2\). Global greedy falls below the optimum in \(3+48+24=75\) blocks and ordered greedy in \(2+50+21=73\), so neither is uniformly better. Reversing the energy order changes ordered greedy in 109 blocks, as derived above. These counts describe this scan and are not frequencies for atoms in general. The smallest ratio \(S_{\rm g}/S^*\) is 0.86, well above the guaranteed 0.5.

Of the \(5\times79=395\) steps between neighbouring scan points, the stability condition guarantees unchanged labels in 303. Labels change in 11. In the remaining 81 they stay the same without a guarantee, so the condition is sufficient but not necessary.

### The block with the largest loss

The largest loss of global greedy occurs for \(J=7/2\) at \(\zeta_p=9000\) cm⁻¹. The full \(W\) is in the numerical output. All three rules with distinct labels agree on levels 1, 2 and 5, which contribute \(0.8509+0.3917+0.5055=1.7481\). The conflict is between levels 3 and 4, which both have (¹D)²G as dominant component:

| Label | Level 3 | Level 4 |
|---|---|---|
| (¹D)²G | 0.3739 | 0.3881 |
| (¹D)²F | 0.0006 | 0.3745 |

Global greedy takes 0.3881 because it exceeds 0.3739 by 0.014. Level 3 must then be called (¹D)²F, a state of which it contains 0.06%. The assignment compares the sums:

\[
0.3739+0.3745=0.7484,\qquad 0.3881+0.0006=0.3887 .
\]

The totals are \(S^*=2.4965\) and \(S_{\rm g}=2.1368\), a loss of 0.36. The certificate accounts for it. The printed \(u\) and \(v\) give (¹D)²F on level 3 the slack \(0.0981+0.2623-0.0006=0.3598\), which is the whole loss; the other greedy pairs are tight to rounding. Only the sum of the slacks is fixed, however. The numbers \(u\) and \(v\) are not unique, and other valid choices assign part of the loss to (¹D)²G on level 4.

Ordered greedy finds the optimum here because level 3 chooses before level 4. In the downward pass level 4 takes (¹D)²G, level 3 takes (³P)⁴D with 0.3084, and level 2 is left with (¹D)²F at 0.3023. That total is

\[
0.5055+0.3881+0.3084+0.3023+0.8509=2.3552 ,
\]

below the optimum by 0.141, which matches the printed lead \(\Delta\) to rounding. The success of the upward pass is thus owed to the order of the energies.

The number of levels that keep their dominant label is 4 under each of the three rules with distinct labels, so that count would not reveal the difference. The smallest weight does: 0.37 for the assignment and 0.0006 for global greedy.

## Failure modes and what to report

- **Tied optimum.** If \(\Delta\) is zero or comparable with the numerical error of \(W\), the labels are distinct but the choice is arbitrary. A fixed tie rule makes it reproducible only if totals that differ by less than the numerical error are treated as equal; otherwise rounding decides. Even then the choice is not physical.
- **Near degeneracy.** Rounding in the eigenvectors grows as the inverse level spacing. The smallest spacing within a block of this scan is about 150 cm⁻¹, so double precision is ample here.
- **Unsuitable coupling basis.** An optimal label can still describe a level poorly. Level 3 above is only 37% (¹D)²G. Strong spin–orbit coupling favours states with definite one-electron \(j\), and \(W\) should then be formed in a basis suited to them. In intermediate coupling neither basis need fit: in the jj basis the block above has \(S^*=3.00\) instead of 2.50, yet level 3 has only 35% on its jj label. Nor is spin–orbit coupling the only source of mixing: for \(\zeta\to0\) the p–d Coulomb terms of this model already mix (³P)²F and (¹D)²F about equally.
- **Repeated names.** The method makes basis indices distinct. If several basis states carry the same printed name, further quantum numbers must be added to the name.
- **Small individual weights.** \(S\) controls the sum, not its smallest term. Maximizing \(\sum_k\ln W_{\sigma(k)k}\) with the same algorithm penalizes small weights more strongly; in the block above it gives the same labels.

For each level, the label should be stored with its weight, and for each block with \(\Delta\). The weight shows whether a name describes the state or merely identifies it; \(\Delta\) shows how clearly the chosen labelling is preferred to the next best.

## Computed results

```
Three-level W, rows = labels, columns = levels:
  0.09 0.49 0.42
  0.49 0.09 0.42
  0.42 0.42 0.16
Totals: global greedy 1.14, ordered greedy 1.14, optimum 1.33
p2d F2pp, F2pd, G1pd, G3pd (cm^-1): 40000 25000 20000 12000
zeta_p scan (cm^-1): 250 to 20000, 80 values, zeta_d = zeta_p/10
Counts of scan points: A repeated dominant label,
B global greedy below optimum, C ordered greedy below optimum,
D ordered greedy changes when energy order is reversed
J=1/2 n=5 A=0 B=0 C=0 D=0 largest loss B=0.0000
J=3/2 n=8 A=13 B=3 C=2 D=13 largest loss B=0.1573
J=5/2 n=8 A=61 B=48 C=50 D=61 largest loss B=0.1830
J=7/2 n=5 A=35 B=24 C=21 D=35 largest loss B=0.3598
J=9/2 n=2 A=0 B=0 C=0 D=0 largest loss B=0.0000
Smallest level spacing in a block: 148.23 cm^-1
Smallest ratio global greedy/optimum: 0.8559
Blocks with every level above 1/2: 177
Scan steps with guaranteed labels: 303; steps with changed labels: 11
Worst block: J=7/2, zeta_p=9000, zeta_d=900 cm^-1
W, rows = labels, columns = levels 1.. by energy; last column u:
(3P)4D 0.1133 0.3917 0.3084 0.1778 0.0089 | 0.1875
(3P)2F 0.0026 0.2042 0.2319 0.0558 0.5055 | 0.0000
(1D)2F 0.0033 0.3023 0.0006 0.3745 0.3194 | 0.0981
(3P)4F 0.8509 0.0284 0.0852 0.0039 0.0316 | -0.1758
(1D)2G 0.0298 0.0735 0.3739 0.3881 0.1347 | 0.1116
v      1.0267 0.2042 0.2623 0.2764 0.5055
Level, E (cm^-1), dominant, optimal, global, ordered, product:
1   -20397.5 (3P)4F  (3P)4F  (3P)4F  (3P)4F  (3P)4F 
2   -17348.3 (3P)4D  (3P)4D  (3P)4D  (3P)4D  (3P)4D 
3    -7662.2 (1D)2G  (1D)2G  (1D)2F  (1D)2G  (1D)2G 
4    -2379.2 (1D)2G  (1D)2F  (1D)2G  (1D)2F  (1D)2F 
5     6364.7 (3P)2F  (3P)2F  (3P)2F  (3P)2F  (3P)2F 
Rule: total weight, smallest weight, levels with dominant label
optimal: 2.4965, 0.3739, 4
global greedy: 2.1368, 0.0006, 4
ordered greedy: 2.4965, 0.3739, 4
max product: 2.4965, 0.3739, 4
Sum of W squared: 2.0288; dual total: 2.4965
Lead of optimum over second-best labelling: 0.1414
```
